# Elliptic states of hydrogen as coherent-state products and their Kepler limit, part 3

The system is hydrogen with a fixed proton, without spin or relativity, in atomic units ($\hbar=m=1$, unit charge, lengths in bohr): $H=p^2/2-1/r$. The problem is the large-$n$ limit of the elliptic state's density. Here $e$ is an eccentricity, $c=\sqrt{1-e^2}$, $\mathcal D=\mathbf r\cdot\mathbf p$, $\boldsymbol\rho=\mathbf r/n$, $\mathbf R=\mathbf r/n^2=(X,Y,Z)$, $a=n^2$. The Runge-Lenz vector is

$$A_i=U_i-\frac{x_i}{r},\qquad U_i=x_ip^2-\mathcal Dp_i+ip_i=-x_i\nabla^2+(\mathbf r\cdot\nabla)\partial_i+\partial_i.\tag{2}$$

On the shell $\mathbf K=n\mathbf A$ and, with derivatives in $\boldsymbol\rho$,

$$K_i=-\tfrac12\rho_i\nabla^2+(\boldsymbol\rho\cdot\nabla)\partial_i+\partial_i-\tfrac12\rho_i,\qquad T\psi\equiv\tfrac12\rho\,(1-\nabla^2)\psi=n\psi,\tag{3}$$

$\mathbf J_{1,2}=(\mathbf L\pm\mathbf K)/2$ are commuting spins:

$$j=\frac{N}{2},\quad N=n-1,\qquad L^2+K^2=2(J_1^2+J_2^2)=4j(j+1)=n^2-1.\tag{4}$$

The elliptic state has them coherent along $\mathbf n_1,\mathbf n_2$, at angle $\gamma=2\alpha$:

$$|\langle\mathbf L\rangle|=N\cos\frac\gamma2,\qquad|\langle\mathbf K\rangle|=N\sin\frac\gamma2,\qquad e\equiv\frac{|\langle\mathbf K\rangle|}{\sqrt{\langle\mathbf L\rangle^2+\langle\mathbf K\rangle^2}}=\sin\frac\gamma2.\tag{6}$$

For $\mathbf n_{1,2}=(\pm e,0,c)$ it is the top eigenvector of (7):

$$\mathbf J_1\cdot\mathbf n_1+\mathbf J_2\cdot\mathbf n_2=c(J_{1z}+J_{2z})+e(J_{1x}-J_{2x})=cL_z+eK_x.\tag{7}$$

$$|\mathbf n_1,\mathbf n_2\rangle=\exp(-i\alpha K_y)\,|n,N,N\rangle.\tag{8}$$

(8) holds up to phase; its right side is $(-1)^N\psi$, with $\psi$ from (14). Summed variances obey (9) for any shell state; (10), (11) are elliptic:

$$\Delta L^2+\Delta K^2=n^2-1-2\big(\langle\mathbf J_1\rangle^2+\langle\mathbf J_2\rangle^2\big)\ \ge\ n^2-1-4j^2=2(n-1).\tag{9}$$

$$\mathrm{Var}(L_x,L_y,L_z)=\mathrm{Var}(K_x,K_y,K_z)=j\,(c^2,\ 1,\ e^2),\qquad\Delta L^2=\Delta K^2=n-1.\tag{10}$$

$$\Delta L_x\Delta L_y=\Delta K_x\Delta K_y=jc=\tfrac12\langle L_z\rangle,\qquad\Delta K_y\Delta L_z=\Delta L_y\Delta K_z=je=\tfrac12\langle K_x\rangle.\tag{11}$$

With $D=1-et$, $\mathbf W=(1,ic,0)$, let $G=D^{-1}\exp[(-\rho+t\mathbf W\cdot\boldsymbol\rho)/D]=\sum_Nt^N\chi_N$. Then $\chi_N=\exp(-\rho)\Lambda_N(w)$, $w=(er-x-icy)/n$, $\sum_Nt^N\Lambda_N=D^{-1}\exp(-wt/D)$, and

$$(T-1)G=t\,\partial_tG=(cL_z+eK_x)G.\tag{13}$$

$$\psi(\mathbf r)=\frac{1}{\sqrt{\pi n^4}}\,\exp\!\Big(-\frac rn\Big)\,e^{N}L_N\!\Big(\frac{er-x-icy}{en}\Big).\tag{14}$$

For $\Phi_n(s,\mathbf q)=n\langle\exp(-s\rho+\mathbf q\cdot\boldsymbol\rho)/\rho\rangle$, $\sigma=s^2-q^2$:

$$\mathcal A=4+4s+\sigma,\quad B=2se+2\mathbf q\cdot\mathbf W^*+e\sigma,\quad B'=2se+2\mathbf q\cdot\mathbf W+e\sigma,\quad C=4-4eq_x-e^2\sigma,\tag{15}$$

$$P_N(1+2u)=\frac1{N!}\frac{d^N}{du^N}\big[u^N(1+u)^N\big]=\sum_{k=0}^N\frac{(N+k)!}{(N-k)!\,k!^2}u^k.\tag{17}$$

$$\Phi_n=\bar c^{\,N}\,\bar a^{\,-n}\,P_N(1+2u),\qquad\bar a=\frac{\mathcal A}4,\quad\bar c=\frac C4,\quad u=\frac{BB'}{16\,\bar a\,\bar c}.\tag{18}$$

With $g=r+ex$, $F=g-n^2c^2$:

$$\langle x\rangle=-\tfrac32n(n-1)e,\qquad\langle y\rangle=\langle z\rangle=0.\tag{19}$$

$$\langle z^2\rangle=n^2\Big[\frac{n+1}2+(n-1)e^2\Big].\tag{20}$$

$$\langle g\rangle=n^2c^2+\frac n2+\frac{e^2(n+1)}2.\tag{21}$$

$$\mathrm{Var}\,g=n^2\Big[\frac{(n+1)(1+e^2)}2-\frac14-Ne^2+\frac{Ne^2}{2n}-\frac{Ne^4}n-\frac{N^2e^4}{4n^2}\Big].\tag{22}$$

Orbit averages used earlier: $\overline{X^2}=\tfrac12+2e^2$, $\overline{Y^2}=\tfrac12c^2$, $\overline{(X+2e)^2}=\tfrac12$. The example has $n=20$, $e=0.6$.

## 8. The limit: Kepler time measure

The ellipse with $a=1$ and focus at the origin is $X = \cos\eta-e$, $Y = c\sin\eta$, $Z=0$. Then $X^2+Y^2 = 1-2e\cos\eta+e^2\cos^2\eta$, so $R = 1-e\cos\eta$ and $R+eX = c^2$. The angular momentum $X\dot Y-Y\dot X = c\,\dot\eta\,(1-e\cos\eta) = cR\dot\eta$ is constant, so $dt\propto R\,d\eta$ for $e<1$ (at $e=1$, where $c=0$, energy conservation $\tfrac12\dot X^2 = 1/R-\tfrac12$ with $\dot X = -\dot\eta\sin\eta$ and $R = 1-\cos\eta$ gives $\dot\eta^2\sin^2\eta = (1+\cos\eta)/(1-\cos\eta)$, that is $R\dot\eta = 1$, the same law); as $R$ averages to one over $\eta$, the fraction of the period is $dt/T_{\rm orb} = R\,d\eta/2\pi$. (The averages used above follow from $\overline{f} = \frac1{2\pi}\int f\,(1-e\cos\eta)\,d\eta$ with $\cos^2\eta\to\tfrac12$ and odd powers dropping out.) For real $\beta_1,\beta_2$ a shift of $\eta$ and the average $\cos^{2k}\eta\to(2k)!/(4^kk!^2)$ give $\frac1{2\pi}\int\exp(\beta_1\cos\eta+\beta_2\sin\eta)\,d\eta = \sum_k(y^2/4)^k/k!^2 = I_0(y)$ with $y^2 = \beta_1^2+\beta_2^2$, and both sides are entire in $\beta_1,\beta_2$. Hence the time average

$$\overline{\frac{\exp(-SR+\boldsymbol\kappa\cdot\mathbf R)}R} = \exp(-S-e\kappa_x)\,I_0(y),\qquad y^2 = (Se+\kappa_x)^2+c^2\kappa_y^2. \tag{24}$$

On the quantum side put $s = S/n$, $\mathbf q = \boldsymbol\kappa/n$. Since $\boldsymbol\rho = n\mathbf R$, $\Phi_n = \langle\exp(-SR+\boldsymbol\kappa\cdot\mathbf R)/R\rangle$. For $S,\boldsymbol\kappa$ in a bounded complex set, $\sigma = O(n^{-2})$, so $\bar a = 1+S/n+O(n^{-2})$ and $\bar c = 1-e\kappa_x/n+O(n^{-2})$, which gives $\bar c^{\,N}\bar a^{-n} = \exp(-S-e\kappa_x)(1+O(1/n))$. Also $BB' = 4y^2/n^2+O(n^{-3})$, so $Nn\,u = y^2/4+O(1/n)$. In (17), pairing the $2k$ factors gives

$$\frac{(N+k)!}{(N-k)!} = \prod_{m=1}^k(N+m)(N-m+1) = \prod_{m=1}^k\big[Nn-m(m-1)\big]\le(Nn)^k .$$

Each term of (17) is thus bounded by $|Nn\,u|^k/k!^2$, the term of a convergent series, and differs from $(Nn\,u)^k/k!^2$ by a relative amount at most $\sum_mm(m-1)/(Nn)\le k^3/(Nn)$. So $P_N(1+2u) = I_0(y)+O(1/n)$, and $\Phi_n$ tends to (24) with an error $O(1/n)$, uniformly on bounded sets. The component $\kappa_z$ enters only through $\sigma$ and disappears in the limit, which is the collapse onto the plane.

The functions are analytic in $S$, so Cauchy's integral formula carries the uniform convergence, with the same order, over to $-\partial_S$. At $S=0$ and $\boldsymbol\kappa = i\mathbf k$ with real $\mathbf k$, $-\partial_S\Phi_n$ is the characteristic function $\chi_n(\mathbf k) = \langle\exp(i\mathbf k\cdot\mathbf R)\rangle$ of the density (not to be confused with the function $\chi_N(\boldsymbol\rho)$ of section 5), and the limit is the time average of $\exp(i\mathbf k\cdot\mathbf R)$ on the orbit. With $\partial_Sy^2 = 2iek_x$, $dI_0/d(y^2) = I_1(y)/(2y)$ and $y = i\omega$, it reads

$$\chi_\infty(\mathbf k) = \exp(-iek_x)\Big[J_0(\omega)-iek_x\frac{J_1(\omega)}\omega\Big],\qquad\omega^2 = k_x^2+c^2k_y^2, \tag{25}$$

where $J_0,J_1$ are Bessel functions. Pointwise convergence of characteristic functions to a function continuous at $\mathbf k=0$ implies weak convergence of the measures (Lévy's continuity theorem). For fixed $e\in[0,1]$, the mean of any bounded continuous function of $\mathbf r/n^2$ in the elliptic state tends to its time average on the Kepler orbit of eccentricity $e = \sin(\gamma/2)$, pericentre along $\mathbf n_1-\mathbf n_2$ and normal along $\mathbf n_1+\mathbf n_2$. At $e=1$ the orbit is the segment $-2\le X\le0$.

The statement is about averages of the position density and implies no pointwise limit of $|\psi|^2$. The state is stationary and covers the entire orbit; a packet that moves along the orbit needs several shells. The density is unchanged by $c\to-c$, so the sense of circulation is carried by $\langle L_z\rangle$ and not by (25). The construction rests on the exact degeneracy of the shell: a perturbation whose energy depends on $l$ (for example the spin-independent quantum defect of an ionic core) makes (14), for $e>0$, a superposition of non-degenerate levels, so that it is no longer stationary: $\langle K_x\rangle = Ne\neq0$ with $K_x$ odd under parity requires values of $l$ of both parities. The circular state $e=0$ contains the single value $l=N$ and is not affected in this way. Real hydrogen is not exempt: the fine structure left out here depends on $l$, and for $n=20$, $e=0.6$ an estimate with the levels $j=l+\tfrac12$ lowers the survival probability of the state to one half in about $0.8\ \mu$s, some $7\times10^5$ Kepler periods.

**Density maxima on the major axis.** The position of the ridge at the apsides follows from a saddle-point estimate, for $0\le e<1$. On the axis let $\rho_x = \varsigma\rho$, with $\varsigma = +1$ at the pericentre side and $-1$ at the apocentre side. Then

$$\chi_N = \oint\frac{dt}{2\pi i\,tD}\exp f,\qquad f = -N\ln t-\rho h(t),\qquad h = \frac{1-\varsigma t}{1-et},\quad h' = \frac{e-\varsigma}{D^2},\quad h'' = \frac{2e(e-\varsigma)}{D^3}.$$

On the circle $t = \exp(i\theta)$, $\mathrm{Re}\,h = (1+\varsigma e)(1-\varsigma\cos\theta)/|D|^2\ge0$, so $|\exp f|$ is largest at $t = \varsigma$, and for fixed $e<1$ and large $N$ the neighbourhood of this point dominates the integral. The saddle condition $f'=0$ is $\rho = ND^2/[t(\varsigma-e)]$, which at $t = \varsigma$ gives $\rho_0 = N(1-\varsigma e)$. At the saddle $f'' = N/t^2+2eN/(tD) = N(1+et)/(t^2D)$, so the Gaussian prefactor $1/(|t|D\sqrt{f''})$ is proportional to $(1-e^2t^2)^{-1/2}$. Because $f$ is stationary in $t$, $d\ln|\chi_N|/d\rho = -h(t)+\frac{e^2t}{1-e^2t^2}\frac{dt}{d\rho}$. The second term is $O(1/N)$. Linearising about $t=\varsigma$, where $h=0$ and $h' = -\varsigma/(1-\varsigma e)$, the maximum has $h'\delta t = (e^2\varsigma/c^2)\,dt/d\rho$, so $\delta\rho = (d\rho/dt)\,\delta t = e^2\varsigma/(c^2h') = -e^2/(1+\varsigma e)$. Measured from $n(1-\varsigma e)$ the shift is $-(1-\varsigma e)-e^2/(1+\varsigma e) = -1/(1+\varsigma e)$, and

$$r_{\rm peak} = n^2(1\mp e)-\frac n{1\pm e}+O(1), \tag{26}$$

the upper sign for the pericentre. At $e=0$ it reproduces the exact maximum $n(n-1)$ of $r^{2N}\exp(-2r/n)$. The expansion is not uniform as $e\to1$, since $f''$ vanishes at $t = -1/e$, which approaches the apocentre saddle $t=-1$. The remainder at the apocentre grows steeply with $e$. Locating the maximum of (14) exactly, it levels off near $0.17$ bohr for $e=0.3$ and near $10.5$ bohr for $e=0.6$, while for $e=0.9$ it is $124$ bohr at $n=20$ (against a predicted shift of $200$ bohr) and is still rising, at about $4700$ bohr, at $n=5120$. At the pericentre it is about $2$ bohr or less in all these cases.

## 9. Implementation

**Evaluating the wavefunction.** The generating function $\mathcal G = D^{-1}\exp(-wt/D)$ obeys $D^2\partial_t\mathcal G = (eD-w)\mathcal G$. The coefficient of $t^k$ gives $(k+1)\Lambda_{k+1}-2ek\Lambda_k+e^2(k-1)\Lambda_{k-1} = (e-w)\Lambda_k-e^2\Lambda_{k-1}$, that is

$$(k+1)\Lambda_{k+1} = \big[(2k+1)e-w\big]\Lambda_k-ke^2\Lambda_{k-1},\qquad\Lambda_0 = 1,\quad w = (er-x-icy)/n. \tag{27}$$

No division by $e$ occurs, so the circular limit needs no special case. Near the orbit $\Lambda_N$ compensates $\exp(-\rho)$ up to powers of $n$, with $\rho$ reaching $n(1+e)$; in double precision the iterates must be rescaled once $\rho$ approaches about 700. For arbitrary spin directions replace $x$ and $y$ by $\mathbf r\cdot\hat{\mathbf x}'$ and $\mathbf r\cdot\hat{\mathbf y}'$, with $\hat{\mathbf x}'\parallel\mathbf n_1-\mathbf n_2$, $\hat{\mathbf z}'\parallel\mathbf n_1+\mathbf n_2$ and $\hat{\mathbf y}' = \hat{\mathbf z}'\times\hat{\mathbf x}'$. For parallel spins any $\hat{\mathbf x}'\perp\hat{\mathbf z}'$ serves and changes only a phase; for opposite spins $\hat{\mathbf y}'$ drops out with $c=0$.

**Matrices in the $|nlm\rangle$ basis.** The matrix of $\mathbf K$ is obtained from dipole integrals. Write $O\cong O'$ when two operators have equal matrix elements inside the shell; any $[H,O]\cong0$. From $[H,x_i] = -ip_i$, $p_i\cong0$. From $[H,\mathcal D] = -ip^2+i/r$ (using $[\mathcal D,1/r] = i/r$), $[H,x_i\mathcal D] = -i(p_i\mathcal D+x_ip^2-x_i/r)\cong0$. From $[H,r^2] = -i(\mathbf p\cdot\mathbf r+\mathbf r\cdot\mathbf p) = -2i\mathcal D-3$ and $[H,p_i] = ix_i/r^3$, $[H,r^2p_i] = -2i\mathcal Dp_i-3p_i+ix_i/r\cong0$. The last gives $\mathcal Dp_i\cong x_i/(2r)$, hence $p_i\mathcal D\cong x_i/(2r)$ and $x_ip^2\cong x_i/(2r)$. By (2), $A_i\cong-x_i/r$. On the shell $x_ip^2 = x_i(2E+2/r)$, so $x_i/r\cong-\tfrac43Ex_i = 2x_i/(3n^2)$, and

$$\mathbf K\cong-\frac2{3n}\,\mathbf r. \tag{28}$$

With $\langle K_x\rangle = Ne$ this reproduces (19). It holds for first powers only: $x^2$ connects through other shells and is not $(3n/2)^2K_x^2$. Given $\mathbf L$ from the ladder formulas and $\mathbf K$ from (28), the state is either the matrix exponential (8) or the top eigenvector of $\mathbf J_1\cdot\mathbf n_1+\mathbf J_2\cdot\mathbf n_2$, separated from the next by a gap of one.

**Averages.** Since $|\psi|^2$ is $\exp(-2r/n)$ times a polynomial of degree $2N$ in $r,x,y$, polynomial moments are integrated exactly by Gauss-Laguerre nodes in $2r/n$, Gauss-Legendre nodes in $\cos\theta$ and equally spaced azimuths, once the node numbers cover the degree of the integrand including $r^2$. The function (18) costs $N$ steps of the Legendre recurrence $(k+1)P_{k+1} = (2k+1)\xi P_k-kP_{k-1}$ at $\xi = 1+2u$.

The numerical check asserts the following. At $n=3$, with $\mathbf L$ and $\mathbf A$ applied as differential operators from their definitions, it tests closure on the shell, the algebra, (4), (28), the overlap of (14) with the top eigenvector of (7), and a numerical minimisation of the fluctuation sum, whose best run gives $4.000000$ with overlap $1.000000$ on a product state. At $n=4$ it tests (14) against $H$ and $cL_z+neA_x$, and it tests (13) at random points. At $n=20$ it tests the algebra, (6), (9) to (11) and the phase relation of section 5. It tests (19) to (22) by quadrature for four pairs $(n,e)$ including $e=1$, (18) at two complex arguments, and (24) and the $1/n$ convergence against an orbit integrated from Newton's equations. Formulas (25) and (26) are not asserted as such; for the peaks the assertions are only that the shifts stay below $4n$ and that, relative to $a$, they at least halve from $n=20$ to $n=80$.

## 10. Worked example: hydrogen, n = 20, e = 0.6

The model is non-relativistic hydrogen with a fixed proton. Here $N=19$, $j=9.5$, $c=0.8$, $\alpha = \arcsin0.6 = 36.87^\circ$ and the angle between the spins is $\gamma = 73.74^\circ$. The energy is $-1/(2\cdot400) = -0.00125$ hartree, or $-0.0340$ eV.

The means are $\langle L_z\rangle = 19\times0.8 = 15.2$ and $\langle K_x\rangle = 19\times0.6 = 11.4$, so $\langle A_x\rangle = 11.4/20 = 0.57$, smaller than $e$ by the factor $19/20$. The variances (10) are $9.5\times(0.64,\,1,\,0.36) = (6.08,\,9.5,\,3.42)$ for both vectors, each set summing to $19$, and the total is $38 = 2\times19$. The $l=0$ state has $\Delta L^2=0$ and $\Delta K^2 = 399$. The products (11) are $\sqrt{6.08\times9.5} = 7.6 = 15.2/2$ and $\sqrt{9.5\times3.42} = 5.7 = 11.4/2$. The ratio $\Delta K_y/\langle K_x\rangle = \sqrt{9.5}/11.4$ is about $0.27$, an estimate in radians of how well the pericentre direction is defined at this $n$.

The classical ellipse has $a = 400$ bohr ($21.17$ nm), semi-minor axis $320$ bohr, semi-latus rectum $256$ bohr, and apsides at $160$ and $640$ bohr. The centroid is $-1.5\times20\times19\times0.6 = -342$ bohr, against the time average $-360$ bohr on the integrated orbit; the ratio is again $19/20$. The thickness (20) is $400\times(10.5+19\times0.36) = 6936$ bohr$^2$, an rms value of $83.3$ bohr ($4.41$ nm), or $0.208$ of $a$. From (21), $\langle g\rangle = 256+10+0.36\times10.5 = 269.78$ bohr, so $\langle F\rangle = 13.78$ bohr. The bracket in (22) is $14.28-0.25-6.84+0.171-0.1231-0.0292 = 7.2087$, which gives $\mathrm{Var}\,g = 2883.5$ bohr$^2$ and an rms spread of $53.7$ bohr ($2.84$ nm). The leading term $n^3c^2/2 = 2560$ bohr$^2$ is lower than the exact value by $11\%$ of the latter. Including the offset, the rms of $F$ is $\sqrt{2883.5+13.78^2}/400 = 0.139$ of $a$. At $n=20$ the tube around the ellipse is therefore thick: the rms height is about a quarter of the semi-minor axis and half the pericentre distance.

The convergence with $n$ is shown below for $\mathbf k = (1,\,2,\,1.5)$ in units of $1/a$. The Kepler value from the integrated orbit is $0.13453-0.31606\,i$, of modulus $0.34$, and the error column is the absolute distance $|\chi_n-\chi_\infty|$.

| $n$ | $\chi_n$ | error | rms $z/a$ | rms $F/a$ |
|---|---|---|---|---|
| 20 | $0.13111-0.25853\,i$ | 0.05763 | 0.2082 | 0.1386 |
| 80 | $0.13369-0.30043\,i$ | 0.01565 | 0.1038 | 0.0648 |
| 320 | $0.13432-0.31207\,i$ | 0.00400 | 0.0519 | 0.0318 |
| 1280 | $0.13448-0.31506\,i$ | 0.00100 | 0.0259 | 0.0158 |

Each fourfold increase of $n$ divides the error by $3.7$, $3.9$ and $4.0$ in turn, approaching the factor four of a $1/n$ law, and roughly halves both widths, as $n^{-1/2}$ requires. At $n=20$ the error is $17\%$ of the modulus of the Kepler value. At $n=1280$ the distance to the time average on an orbit with $e=0.5$ is $0.0815$, some eighty times the distance $0.0010$ to the orbit with $e=0.6$, so the comparison discriminates between the two eccentricities.

The density maxima on the major axis, located on a grid of spacing $10^{-4}a$, lie at $147.3$ and $594.9$ bohr for $n=20$, and at $2510$ and $10048$ bohr for $n=80$, where the apsides are $2560$ and $10240$ bohr. Each lies closer to the nucleus than the corresponding apsis. At the pericentre the shifts are $12.7$ and $50$ bohr, against $n/(1+e) = 12.5$ and $50$ bohr from (26). At the apocentre they are $45.1$ and about $192$ bohr, against $n/(1-e) = 50$ and $200$ bohr, so the estimate exceeds the computed shift by $11\%$ and $4\%$ of the latter. That the apocentre approaches (26) more slowly because the zero of $f''$ at $t=-1/e$ lies on its side of the contour is a conjecture; the next order of the saddle-point expansion has not been computed here. The inward shift of the maxima coexists with the outward offset $\langle F\rangle>0$. The two measure different things, a maximum of the density on a line and a mean over three dimensions, and the circular state shows the same pair of signs exactly, with its maximum at $n^2-n$ and its mean radius at $n^2+n/2$. Both displacements are of order $n$, smaller than the widths of order $n^{3/2}$.

## Computed results

```
n=3 numerical minimum of varL+varK = 4.000000 hbar^2; overlap with product state 1.000000
example: n = 20, j = 9.5, e = 0.6, c = 0.8000, alpha = 36.870 deg, gamma = 73.740 deg
energy = -0.001250 hartree = -0.03401 eV
<Lz> = 15.2000 hbar, <Kx> = 11.4000 hbar, <Ax> = 0.5700 (dimensionless)
var L (x,y,z) = 6.0800 9.5000 3.4200 hbar^2
var K (x,y,z) = 6.0800 9.5000 3.4200 hbar^2
varL = 19.0000, varK = 19.0000, sum = 38.0000 hbar^2
l=0 state: varL = 0.0000, varK = 399.0000 hbar^2
dLx dLy, dKx dKy, dKy dLz, dLy dKz = 7.6000 7.6000 5.7000 5.7000 hbar^2
<Lz>/2 = 7.6000, <Kx>/2 = 5.7000 (times hbar: hbar^2)
closed form vs nlm sum, relative deviation below 1e-8: True
Kepler a = 400 bohr = 21.167 nm, b = 320.0 bohr, semi-latus = 256.0 bohr
norm = 1.00000000, <1/r> = 0.002500 1/bohr
<x> = -342.000 bohr; Kepler time average = -360.000 bohr
<z^2> = 6936.00 bohr^2, rms z = 83.283 bohr = 4.407 nm
<g> = 269.780 bohr, offset <F> = 13.780 bohr
var g = 2883.46 bohr^2 (leading term 2560.0), rms = 53.698 bohr = 2.842 nm
n=20: axis peaks 147.3, 594.9 bohr; apsides 160.0, 640.0 bohr
n=80: axis peaks 2510.1, 10047.5 bohr; apsides 2560.0, 10240.0 bohr
characteristic function at k = (1, 2, 1.5) per a: Kepler 0.13453 -0.31606i
n=20: chi 0.13111 -0.25853i, error 0.05763, rms z/a 0.2082, rms F/a 0.1386
n=80: chi 0.13369 -0.30043i, error 0.01565, rms z/a 0.1038, rms F/a 0.0648
n=320: chi 0.13432 -0.31207i, error 0.00400, rms z/a 0.0519, rms F/a 0.0318
n=1280: chi 0.13448 -0.31506i, error 0.00100, rms z/a 0.0259, rms F/a 0.0158
n=1280 against an orbit with e = 0.5: difference 0.08150
```
